\section*{Makov–Payne correction for a charged molecule in a cubic cell}

\section{The decision: a larger cell or a correction}

A plane-wave calculation of an ionization energy, a proton affinity or a redox step needs the total energy of a charged molecule, and the cell size $L$ must be chosen. For H$_3$O$^+$ in a cubic cell with $L=20$ bohr, the periodic energy lies $1.99$ eV below that of the isolated ion in the same functional and basis. Going to $L=30$ bohr multiplies the volume by more than three, yet it reduces the error only from $0.0732$ to $0.0480$ Ha. Enlarging the cell is a poor remedy because the error falls as $1/L$. Two terms, computed from the charge and the second moment of the density, bring the error at $L=20$ bohr below $0.001$ eV. These notes derive both terms, with their signs, and the size of what remains.

\section{Setting and conventions}

Hartree atomic units are used. The total charge density $\rho(\mathbf r)$ counts nuclei as positive and electrons as negative. Write $\langle f\rangle=\int\rho f\,d^3r$ and define
\begin{equation}
q=\langle 1\rangle,\qquad \mathbf p=\langle\mathbf r\rangle,\qquad Q=\langle r^2\rangle .
\end{equation}
The integrals run over the one molecule, not over its images. $Q$ depends on the origin unless both $q$ and $\mathbf p$ vanish. The electrons contribute negatively, and with the origin inside the molecule a cloud that extends beyond the nuclei can make $Q$ negative even for a cation, as in the example below.

The molecule sits in vacuum in a cube of volume $V=L^3$. Its electrons are bound, and their overlap with neighbouring images is exponentially small. The exchange-correlation functional is semilocal. At a fixed density the kinetic and exchange-correlation energies then depend on the images only through that overlap, so any error that falls as a power of $L$ originates in the Coulomb energy. Once the density relaxes, the separate energy terms each shift at first order in the density change; the effect on the total energy is treated below. Exact exchange in a periodic cell has a size error of its own and is excluded here.

\section{The periodic Coulomb kernel}

The periodic potential of a unit point charge, with the $\mathbf G=0$ term dropped, is
\begin{equation}
\psi(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\neq0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.
\label{psi}
\end{equation}
Since $\nabla^2e^{i\mathbf G\cdot\mathbf r}=-G^2e^{i\mathbf G\cdot\mathbf r}$ and $V^{-1}\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}=\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)$,
\begin{equation}
\nabla^2\psi=-4\pi\Big[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Big].
\label{poisson}
\end{equation}
Dropping $\mathbf G=0$ therefore does two things. It adds a uniform background that neutralizes each charge, and it sets the cell average of $\psi$ to zero. Because of the zero average, the background contributes nothing when multiplied by the potential. The Coulomb energy per cell is thus $\frac12\iint\rho\rho'\psi(\mathbf r-\mathbf r')$, where $\rho'=\rho(\mathbf r')$ and both integrals run over one molecule; the periodicity of $\psi$ supplies the images. The infinite interaction of a nucleus with itself is removed, as in the isolated molecule.

\section{The kernel near its own charge}

Let $w(\mathbf r)=\psi(\mathbf r)-1/r$. This is the potential of all the images and of the background. The nearest image is at distance $L$, so for $r<L$ equation (\ref{poisson}) leaves
\begin{equation}
\nabla^2w=\frac{4\pi}{V}.
\end{equation}
Since $\nabla^2r^2=6$, a particular solution is $2\pi r^2/(3V)$. The rest of $w$ is harmonic in the ball $r<L$ and can be expanded in harmonic polynomials of degree $l$.

Cubic symmetry removes most of them. Reflections make $w$ even in $x$, $y$ and $z$ separately, which excludes odd $l$. For $l=2$, evenness and permutation symmetry leave $a(x^2+y^2+z^2)$, whose Laplacian is $6a$; it is harmonic only if $a=0$. For $l=4$ the candidate is
\[
a(x^4+y^4+z^4)+b(x^2y^2+y^2z^2+z^2x^2),
\]
with Laplacian $(12a+4b)r^2$, so $b=-3a$. Up to a factor this is
\begin{equation}
K_4(\mathbf r)=x^4+y^4+z^4-\tfrac35r^4 .
\end{equation}
The next allowed degree is $l=6$.

With $\mathbf G=2\pi\mathbf n/L$, equation (\ref{psi}) shows that $\psi$ is $1/L$ times a function of $\mathbf r/L$. This fixes the powers of $L$:
\begin{equation}
w(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+\frac{c_4K_4(\mathbf r)}{L^5}+O(L^{-7}),
\label{w}
\end{equation}
where $\alpha=-L\,w(0)$ is a pure number.

\section{The numbers $\alpha$ and $c_4$}

Both follow from a sum over neutral cells. Let $\phi_c$ be the potential of one point charge at the centre of a cube of background with charge $-1$. By the symmetry argument above, its multipole moments with $l=1,2,3$ vanish, and so does its charge. Hence $\phi_c$ falls as $R^{-5}$, and $\chi(\mathbf r)=\sum_{\mathbf R}\phi_c(\mathbf r-\mathbf R)$ converges absolutely. It is periodic and has the same sources as $\psi$. The difference $\chi-\psi$ is periodic and harmonic everywhere, and is therefore a constant.

Since $\psi$ averages to zero, the constant is the average of $\chi$, which is $V^{-1}\int\phi_c\,d^3r$ over all space. To evaluate it, take the Fourier transform $\tilde\phi_c(\mathbf k)=4\pi\tilde\rho_c(\mathbf k)/k^2$ at small $k$. The cell has no charge and no dipole, and it is cubic, so
\begin{equation}
\tilde\rho_c(\mathbf k)\simeq-\frac12\int\rho_c(\mathbf k\cdot\mathbf s)^2d^3s=-\frac{k^2}{6}\int\rho_cs^2d^3s .
\end{equation}
The point charge at $s=0$ contributes nothing to the last integral. The background contributes $-3\times L^2/12=-L^2/4$. Therefore
\begin{equation}
\frac1V\int\phi_c\,d^3r=\frac1V\Big(-\frac{2\pi}{3}\Big)\Big(-\frac{L^2}{4}\Big)=\frac{\pi}{6L}.
\end{equation}
Removing $1/r$ from $\chi$ at the origin gives, in units of $1/L$,
\begin{equation}
\lim_{N\to\infty}\Big[\sum_{\mathbf n\neq0,\,|n_i|\le N}\frac1{|\mathbf n|}-\int_{C_N}\frac{d^3s}{s}\Big]=-\alpha+\frac{\pi}{6},
\end{equation}
where $C_N$ is the cube of side $2N+1$ centred at the origin. The bracket evaluates to $-2.31370$, so $\alpha=2.31370+0.52360=2.8373$. An Ewald sum gives $2.837297$. The offset $\pi/6$ converts the site potential of the neutral-cell sum to the zero-average convention. The energy does not depend on the convention, because charge plus background is neutral and a constant in the potential cancels: with $\chi$, a charge $q$ contributes $\frac12q^2(-\alpha+\pi/6)/L$ and its background $-\frac12q^2\pi/(6L)$, which sum to $-q^2\alpha/(2L)$.

For $c_4$, expand the potential of an image at $\mathbf R$ as $\sum_lr^lP_l(\hat{\mathbf r}\cdot\hat{\mathbf R})/R^{l+1}$. The sum of the $l=4$ terms converges absolutely. The background adds nothing at $l=4$: the part inside a small sphere about the origin gives a radial potential, and the part outside gives an integral of $P_4$ over all directions, which is zero. On the $x$ axis $K_4=\frac25x^4$, so
\begin{equation}
c_4=\frac52\sum_{\mathbf n\neq0}\frac{P_4(n_x/|\mathbf n|)}{|\mathbf n|^5}=7.771 .
\end{equation}

\section{Energy at fixed density}

Keep the density of the isolated molecule for the moment. For each pair of charges the kernel changes from $1/r$ to $\psi$, a difference of $w$. A nucleus paired with itself has no energy in isolation, but in the cell it interacts with its own images and the background through $w(0)$. All pairs are therefore covered by
\begin{equation}
\Delta E=\frac12\iint\rho\rho'\,w(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\label{de}
\end{equation}
Expansion (\ref{w}) requires $|\mathbf r-\mathbf r'|<L$. Pairs in the electron tails that violate this have exponentially small weight.

The constant term needs $\iint\rho\rho'=q^2$. The quadratic term needs
\begin{align}
\iint\rho\rho'|\mathbf r-\mathbf r'|^2
&=\iint\rho\rho'\,(r^2+r'^2-2\mathbf r\cdot\mathbf r')\nonumber\\
&=Qq+qQ-2\mathbf p\cdot\mathbf p=2(qQ-p^2).
\end{align}
The factor 2 cancels the $\frac12$ in (\ref{de}), and
\begin{equation}
\Delta E=-\frac{q^2\alpha}{2L}+\frac{2\pi}{3L^3}\,(qQ-p^2)+\frac{C_5}{L^5}+O(L^{-7}).
\label{mp}
\end{equation}

The first term is the energy of a point charge $q$ in its lattice of images and background. It is negative for either sign of $q$, so the periodic energy is too low. The second term describes the extent of the molecule. The background has density $-q/V$, and its potential contains $+2\pi qr^2/(3V)$. For a cation this raises the energy of positive charge away from the centre and lowers that of electrons there.

\section{Choice of origin}

Moving the origin to $\mathbf a$ changes the moments to $\mathbf p'=\mathbf p-q\mathbf a$ and $Q'=Q-2\mathbf a\cdot\mathbf p+qa^2$. Then
\begin{align}
qQ'-p'^2&=qQ-2q\,\mathbf a\cdot\mathbf p+q^2a^2-p^2+2q\,\mathbf a\cdot\mathbf p-q^2a^2\nonumber\\
&=qQ-p^2 ,
\end{align}
as it must be, since the energy does not depend on the origin. For $q\neq0$ the choice $\mathbf a=\mathbf p/q$, the centre of charge, makes the dipole vanish, and the second moment becomes
\begin{equation}
Q_c=Q-\frac{p^2}{q}.
\label{qc}
\end{equation}
The correction then takes the form
\begin{equation}
E_{\rm iso}=E_{\rm per}+\frac{q^2\alpha}{2L}-\frac{2\pi qQ_c}{3L^3}+O(L^{-5}).
\label{final}
\end{equation}
If the second moment is defined with electrons counted as positive, the last sign is reversed. Using $Q$ about another origin without the $p^2$ term leaves an error of order $L^{-3}$.

Two limits are useful. A point ion has $Q_c=0$, and the first term remains. A neutral molecule has $q=0$, no centre of charge, and $\Delta E=-2\pi p^2/(3L^3)$ to this order.

\section{The first neglected term}

Inserting $K_4$ into (\ref{de}) gives $C_5=\frac{c_4}{2}\big(A-\frac35B\big)$. With $x_a$ the Cartesian components, the binomial expansion of $(x_a-x_a')^4$ gives
\begin{equation}
A=\sum_a\big[2q\langle x_a^4\rangle-8\langle x_a\rangle\langle x_a^3\rangle+6\langle x_a^2\rangle^2\big].
\end{equation}
For $B$, square $|\mathbf r-\mathbf r'|^2$:
\begin{align}
|\mathbf r-\mathbf r'|^4={}&r^4+r'^4+2r^2r'^2+4(\mathbf r\cdot\mathbf r')^2\nonumber\\
&-4(r^2+r'^2)\,\mathbf r\cdot\mathbf r',\\
B={}&2q\langle r^4\rangle+2Q^2+4\sum_{ab}\langle x_ax_b\rangle^2-8\sum_a\langle x_a\rangle\langle x_ar^2\rangle .
\end{align}
$K_4$ is tied to the cube axes, so $C_5$ in general changes when the molecule is rotated in the cell, whereas $q$ and $Q_c$ do not. For a density that is spherical about a point, $C_5=0$: the average of a harmonic function over a sphere is its value at the centre, and applying this to $\mathbf r'$ and then to $\mathbf r$ leaves $q^2K_4(0)=0$.

\section{Relaxation of the electrons}

A self-consistent calculation lets the electron density $n$ respond to the images. The potential they produce at the molecule is
\begin{equation}
v(\mathbf r)=\int\rho'w(\mathbf r-\mathbf r')\,d^3r'
=-\frac{\alpha q}{L}+\frac{2\pi}{3L^3}\,(qr^2-2\mathbf p\cdot\mathbf r+Q)+O(L^{-5}).
\end{equation}
Let the density change by $\delta n$ with $\int\delta n=0$. Electrons carry charge $-1$, so $\Delta E$ changes by $-\int v\,\delta n$ to first order. The constant part of $v$, which includes the whole $1/L$ term, drops out. The remaining driving potential is of order $L^{-3}$.

The isolated energy is stationary at its own density, so it rises quadratically in $\delta n$, provided that the ground state is stable and non-degenerate. Schematically, one minimizes $\frac12k\,\delta n^2-f\,\delta n$ with $f\propto L^{-3}$ and $k>0$ independent of $L$. The minimum is at $\delta n=f/k\propto L^{-3}$, and the energy gained is $f^2/(2k)\propto L^{-6}$. The term quadratic in $\delta n$ from (\ref{de}) also loses the constant in $w$ and is of order $L^{-9}$.

The terms through $L^{-5}$ in (\ref{mp}) therefore hold for the self-consistent energy too. It also follows that $Q_c$ may be taken from the periodic calculation: its change is of order $L^{-3}$, which alters the energy at order $L^{-6}$.

\section{Worked example: H$_3$O$^+$}

The ion has a fixed geometry, with three protons on a ring of radius $1.75$ bohr and the oxygen $0.55$ bohr above its plane. The threefold axis lies along the cube axis $z$; the value of $C_5$ and the remainders after both terms given below refer to this orientation. The level of theory is PBE/6-31G(d) with all electrons. The periodic energies use the same Gaussian orbitals with Ewald-summed interactions and are self-consistent. They neglect orbital overlap between cells, so they test the Coulomb analysis and not the overlap assumption. At $L=15$ bohr, fewer than $10^{-7}$ electrons lie outside the cell in this basis.

The origin is at the centre of the proton ring. There $q=1$, $p_z=-0.2549$ and $Q=-8.8250$ in atomic units. Equation (\ref{qc}) gives
\begin{equation}
Q_c=-8.8250-(0.2549)^2=-8.8900\ e\,\mathrm{bohr}^2 .
\end{equation}
For $L=20$ bohr the two terms of (\ref{mp}) are
\begin{align}
-\frac{2.837297}{2\times20}&=-0.070932\ \mathrm{Ha},\\
\frac{2\pi}{3\times8000}\times(-8.8900)&=-0.002327\ \mathrm{Ha}.
\end{align}
The periodic energy is $-76.673337$ Ha. Subtracting both terms gives
\begin{equation}
-76.673337+0.070932+0.002327=-76.600078\ \mathrm{Ha},
\end{equation}
against the isolated value $-76.600107$ Ha. Relative to that value, the error is $-1.99$ eV without correction, $-0.063$ eV after the first term and $+0.0008$ eV after both. With the wrong sign on the second term, the error left by the first would roughly double, from $-0.0023$ to $-0.0046$ Ha.

The errors relative to $E_{\rm iso}$, in Ha, are:
\begin{center}
\begin{tabular}{cccc}
$L$ (bohr) & none & first term & both terms\\
15 & $-0.09997$ & $-0.00540$ & $1.20\times10^{-4}$\\
20 & $-0.07323$ & $-0.00230$ & $2.90\times10^{-5}$\\
25 & $-0.05793$ & $-0.00118$ & $9.6\times10^{-6}$\\
30 & $-0.04797$ & $-0.00069$ & $3.9\times10^{-6}$
\end{tabular}
\end{center}

The small remainder is accounted for as well. The moments give $C_5=97.86$ Ha\,bohr$^5$, which at $L=20$ bohr contributes $97.86/20^5=3.06\times10^{-5}$ Ha. Relaxation contributes $-0.15\times10^{-5}$ Ha. Their sum, $2.91\times10^{-5}$ Ha, agrees with the table to within $10^{-7}$ Ha. At fixed density, the remainder after both terms, multiplied by $L^5$, is $97.55$ at $L=20$ bohr and $97.71$ Ha\,bohr$^5$ at $L=30$ bohr. Removing its $L^{-2}$ trend with these two cells gives $97.84$ Ha\,bohr$^5$, and the numerical check asserts that this matches the value from the moments within about 2\% of the latter. It also asserts that the relaxation energy falls with a power close to 6; the value between $L=20$ and $30$ bohr is $6.03$.

\section{Where the correction fails}

\textbf{Unbound or diffuse electrons.} If the density reaches the cell boundary, the images overlap, $Q$ depends on where the cell is cut, and the expansion loses its basis. A weakly bound anion needs a larger cell than a compact cation for this reason.

\textbf{Other cell shapes.} The derivation used cubic symmetry to remove the $l=2$ term. In a general cell that term survives at order $L^{-3}$ and couples to the full second-moment tensor, and $\alpha$ takes another value.

\textbf{Surroundings other than vacuum.} In a solid or a liquid the medium screens the images, and (\ref{final}) does not apply as it stands.

\textbf{Pseudopotentials.} Write the local potential of an ion as $-Z/r+v_s(r)$ with $v_s$ short-ranged. The energy of $N_e$ electrons in the periodic sum of $v_s$ includes the $\mathbf G=0$ part $(N_e/V)\int v_s\,d^3r$ for each ion. If a code omits it, an error of order $L^{-3}$ appears that (\ref{final}) does not remove. If it is kept, the ions enter $Q$ as point charges $Z$.

\section*{Calculated quantities}
\begin{verbatim}
alpha (Ewald), dimensionless: 2.837297
direct neutral-cell sum, dimensionless: -2.31370
-alpha + pi/6, dimensionless: -2.31370
c4, dimensionless: 7.7706
w at (0.12,0.05,0.02), L=1: Ewald -2.800799, series -2.800799
H3O+ geometry: H ring radius 1.75 bohr, O height 0.55 bohr
O-H distance: 1.8344 bohr
E_iso (PBE/6-31G(d)): -76.600107 Ha
charge q: 1.000000 e
dipole p_z about chosen origin: -0.2549 e bohr
Q about chosen origin: -8.8250 e bohr^2
centre of charge z: -0.2549 bohr
Q about centre of charge: -8.8900 e bohr^2
electrons outside cell, L=15 bohr: 2.1e-08
change with Ewald splitting, L=15 bohr: 1.3e-12 Ha
L = 15 bohr: E_per = -76.700080 Ha
  L^-1 term -0.094577 Ha, L^-3 term -0.005517 Ha
  E_per-E_iso -0.099973 Ha; without L^-1 term -0.005397 Ha
  without both terms 1.199e-04 Ha
  relaxation -8.334e-06 Ha; frozen rest*L^5 97.36 Ha bohr^5
L = 20 bohr: E_per = -76.673337 Ha
  L^-1 term -0.070932 Ha, L^-3 term -0.002327 Ha
  E_per-E_iso -0.073231 Ha; without L^-1 term -0.002298 Ha
  without both terms 2.903e-05 Ha
  relaxation -1.452e-06 Ha; frozen rest*L^5 97.55 Ha bohr^5
L = 25 bohr: E_per = -76.658035 Ha
  L^-1 term -0.056746 Ha, L^-3 term -0.001192 Ha
  E_per-E_iso -0.057928 Ha; without L^-1 term -0.001182 Ha
  without both terms 9.622e-06 Ha
  relaxation -3.772e-07 Ha; frozen rest*L^5 97.65 Ha bohr^5
L = 30 bohr: E_per = -76.648081 Ha
  L^-1 term -0.047288 Ha, L^-3 term -0.000690 Ha
  E_per-E_iso -0.047974 Ha; without L^-1 term -0.000686 Ha
  without both terms 3.895e-06 Ha
  relaxation -1.257e-07 Ha; frozen rest*L^5 97.71 Ha bohr^5
C5 from moments: 97.86 Ha bohr^5
C5 from energies, L=20 and 30 bohr: 97.84 Ha bohr^5
observed inverse power of L in relaxation: 6.033
L = 20 bohr in eV: raw error -1.9927 eV
  after L^-1 -0.0625 eV, after L^-3 0.00079 eV
\end{verbatim}
